# When beta times the structure factor is not the susceptibility

Q: My determinant Monte Carlo run gives the equal-time staggered spin structure factor $S$ of a Hubbard cluster. I multiply by $\beta$ and call the result the staggered susceptibility. That is the fluctuation–response relation, so I see no reason to measure anything at unequal times.

A: Which derivative do you mean by the susceptibility, and what do you get if you carry it out with operators?

Q: I add a field, $H\to H-hA$ with $A$ Hermitian, and take $\chi=d\langle A\rangle/dh$ at $h=0$. Differentiating $e^{-\beta(H-hA)}$ brings down $\beta A$, so $\chi=\beta(\langle A^2\rangle-\langle A\rangle^2)=\beta S$.

A: "Brings down $\beta A$" assumes that $A$ commutes with $H$. Let us do it without that assumption. I set $\hbar=k_B=1$, include $-\mu\hat N$ in $H$, and take a finite lattice at $0<\beta<\infty$. Define

$$W(\tau)=e^{\tau H}e^{-\tau(H-hA)},\qquad A(\tau)=e^{\tau H}Ae^{-\tau H}.$$

Differentiating both exponentials, the two terms with $H$ cancel and

$$\frac{dW}{d\tau}=e^{\tau H}\,hA\,e^{-\tau(H-hA)}=hA(\tau)W(\tau).$$

Since $W(0)=1$, to first order $W(\beta)=1+h\int_0^\beta A(\tau)\,d\tau$. Multiplying by $e^{-\beta H}$ from the left,

$$e^{-\beta(H-hA)}=e^{-\beta H}\Big[1+h\int_0^\beta A(\tau)\,d\tau\Big]+O(h^2).$$

The trace of this operator is $Z(1+h\beta\langle A\rangle)$, because $\langle A(\tau)\rangle=\langle A\rangle$ by cyclicity. The trace with an extra $A$ is $Z(\langle A\rangle+h\int_0^\beta\langle A(\tau)A\rangle d\tau)$. The first-order part of their ratio gives

$$\chi=\int_0^\beta G(\tau)\,d\tau-\beta\langle A\rangle^2,\qquad G(\tau)=\langle A(\tau)A(0)\rangle.$$

Your formula replaces $G(\tau)$ by $G(0)$ for all $\tau$. If $[H,A]=0$, then $A(\tau)=A$ and the replacement is correct. In a classical model every quantity commutes, so it is correct there too.

Q: And if $A$ does not commute with $H$? Perhaps the errors at different $\tau$ cancel.

A: Insert energy eigenstates, with $A_{mn}=\langle m|A|n\rangle$:

$$G(\tau)=\frac1Z\sum_{mn}|A_{mn}|^2e^{-(\beta-\tau)E_m-\tau E_n}.$$

The second derivative multiplies each term by $(E_m-E_n)^2\ge0$, so $G$ is convex. Exchanging the names $m$ and $n$ shows that $G(\beta-\tau)=G(\tau)$. A convex curve lies below the chord joining its endpoints, and here both endpoints have height $G(0)$. Thus $G(\tau)\le G(0)$ and $\chi\le\beta S$. The errors all have the same sign.

Q: So I have an upper bound. Could it still be an equality for some operator that is not conserved?

A: Integrate one pair of levels. With $\omega=E_n-E_m$ and $p_m=e^{-\beta E_m}/Z$,

$$\frac1Z\int_0^\beta e^{-(\beta-\tau)E_m-\tau E_n}d\tau=p_m\frac{1-e^{-\beta\omega}}{\omega}=\frac{p_m-p_n}{\omega}.$$

Let $x=\beta\omega/2$. Because $p_n=p_me^{-\beta\omega}$,

$$\frac{p_m-p_n}{p_m+p_n}=\frac{1-e^{-2x}}{1+e^{-2x}}=\tanh x.$$

Using $1/\omega=\beta/(2x)$, the integral becomes $\beta\,\frac{p_m+p_n}{2}\,\frac{\tanh x}{x}$, with the limit $\tanh x/x\to1$ for equal energies. Define the weight $w_{mn}=|A_{mn}|^2(p_m+p_n)/2$. Since $|A_{mn}|=|A_{nm}|$, we also have $\langle A^2\rangle=\sum p_m|A_{mn}|^2=\sum w_{mn}$. The terms $\beta\langle A\rangle^2$ cancel in the difference:

$$\beta S-\chi=\beta\sum_{mn}w_{mn}\Big(1-\frac{\tanh x}{x}\Big).$$

The slope of $\tanh x$ is $1-\tanh^2x$, which is below 1 for $x\ne0$. Hence $\tanh x/x<1$ unless $x=0$. At finite temperature all $p_m$ are positive, so equality requires $A_{mn}=0$ whenever $E_m\ne E_n$. But $\langle m|[H,A]|n\rangle=(E_m-E_n)A_{mn}$, so this condition is the same as $[H,A]=0$. Under the stated assumptions, equality holds if and only if $A$ is conserved.

Q: Can I see this in something small enough to solve by hand?

A: Take $H=-\frac{\Delta}{2}\sigma_x$ and $A=\sigma_z$. In the field, $H-h\sigma_z$ has energies $\mp\varepsilon$ with $\varepsilon=\sqrt{\Delta^2/4+h^2}$. The lower state has $\langle\sigma_z\rangle=h/\varepsilon$ and the upper one $-h/\varepsilon$, so

$$\langle\sigma_z\rangle=\frac{h}{\varepsilon}\tanh\beta\varepsilon,\qquad \chi=\frac{2}{\Delta}\tanh\frac{\beta\Delta}{2}.$$

Meanwhile $\sigma_z^2=1$ and $\langle\sigma_z\rangle=0$ at $h=0$, so $S=1$. For $\Delta=1$ and $\beta=4$, $\beta S=4$ but $\chi=2\tanh2=1.928$. The equal-time fluctuation is partly quantum: it survives in the ground state, where $\chi$ tends to the finite value $2/\Delta$ while $\beta S$ grows without limit.

Q: At high temperature the difference disappears, though.

A: As a limit, yes. For small $x$, $1-\tanh x/x\approx x^2/3$, which vanishes as $\beta^2$. "High" means that $\beta\omega$ is small for the transitions that carry the weight.

Q: I can't list the transitions of a large cluster. Can equal-time data tell me how wrong I might be?

A: They can give a lower bound too. First consider

$$f(x)=(3+x^2)\sinh x-3x\cosh x.$$

For $k\ge1$ its coefficient of $x^{2k+1}$ is

$$\frac{3}{(2k+1)!}+\frac{1}{(2k-1)!}-\frac{3}{(2k)!}
=\frac{3+2k(2k+1)-3(2k+1)}{(2k+1)!}=\frac{4k(k-1)}{(2k+1)!}\ge0,$$

and the coefficient of $x$ is $3-3=0$. So $f(x)\ge0$ for $x>0$. Dividing by $3x\cosh x$ gives

$$1-\frac{\tanh x}{x}\le\frac{x\tanh x}{3},$$

which also holds for negative $x$ because both sides are even.

Next expand the double commutator $D=\langle[A,[H,A]]\rangle$. It equals $2\langle AHA\rangle-\langle A^2H\rangle-\langle HA^2\rangle$, so

$$D=2\sum_{mn}p_m|A_{mn}|^2\omega=\sum_{mn}(p_m-p_n)|A_{mn}|^2\omega=2\sum_{mn}w_{mn}\,\omega\tanh x.$$

The middle step averages the sum with its copy in which $m$ and $n$ are exchanged, which reverses $\omega$. Now put the inequality into the deficit, with $x=\beta\omega/2$:

$$\beta S-\chi\le\beta\sum_{mn}w_{mn}\frac{\beta\omega}{6}\tanh x=\frac{\beta^2}{12}D.$$

Therefore $\beta S-\beta^2D/12\le\chi\le\beta S$.

Q: What is $D$ for my staggered spin?

A: Write the Hubbard model as $H=K+U\sum_i(n_{i\uparrow}-\frac12)(n_{i\downarrow}-\frac12)$, where $K$ is hopping with amplitude $-t$ between the two sublattices. With $N$ sites, take

$$A=\frac{1}{\sqrt N}\sum_i(-1)^iS_i^z,\qquad S_i^z=\tfrac12(n_{i\uparrow}-n_{i\downarrow}).$$

The interaction commutes with $A$. A hop moves a spin $\pm\frac12$ to the other sublattice, where the sign is reversed, so it changes $A$ by $\pm1/\sqrt N$. Each hopping term $T$ thus obeys $[A,T]=\pm T/\sqrt N$. Commuting twice squares the sign away: $[A,[A,K]]=K/N$. Reversing the inner commutator gives

$$[A,[H,A]]=-\frac{K}{N},\qquad D=-\frac{\langle K\rangle}{N}.$$

You already measure that: it is minus the hopping energy per site.

Q: Then let's have numbers. How bad is my estimate on a real cluster calculation?

A: Take a ring of four sites at half filling with $t=1$ and $U=4$, small enough for full diagonalization. I quote $\beta$ and $\chi$ in units of $1/t$. At $\beta=2$, $S=0.3476$ and $D=0.7174$. The upper bound is $2\times0.3476=0.695$, and the lower one is $0.695-(4/12)\times0.7174=0.456$. The susceptibility, from the response to a small field, is 0.537. Your estimate is 29% above it.

| $\beta$ | $\beta S$ | $\chi$ | lower bound |
|---|---|---|---|
| 0.25 | 0.0397 | 0.0385 | 0.0385 |
| 1 | 0.252 | 0.212 | 0.203 |
| 4 | 1.792 | 1.272 | 0.738 |
| 16 | 8.704 | 3.229 | −8.626 |

At $\beta=0.25$ the lower bound agrees with $\chi$ to the digits shown, as expected from the small-$x$ expansion. At $\beta=16$ it is negative and says nothing useful, since the level formula already gives $\chi\ge0$ when $\langle A\rangle=0$. The complete table is in the numerical output.

Q: The last row worries me. From $\beta=8$ to 16 my estimate more than doubles, and I would have reported a strongly growing response.

A: Over that interval $\beta S$ grows from 4.067 to 8.704, a factor of 2.14, while $\chi$ grows from 2.410 to 3.229, a factor of 1.34. This finite ring has a unique ground state, and $\langle A\rangle=0$ by spin-flip symmetry. As $\beta\to\infty$, $p_0\to1$, and the pairs $(0,n)$ and $(n,0)$ each contribute $|A_{n0}|^2/(E_n-E_0)$ to $\chi$. Pairs of excited levels drop out because their populations vanish exponentially, even when multiplied by $\beta$. Thus

$$\chi\to2\sum_{n\ne0}\frac{|A_{n0}|^2}{E_n-E_0}=3.337.$$

Over the same limit $S$ tends to 0.549, so $\beta S$ grows linearly. Its growth would look like the Curie law of a free moment, although the response of the ring saturates.

Q: Suppose I enlarge the lattice instead. If $S$ grows with size near an ordering transition, is my scaling analysis ruined?

A: Not if $\beta$ is held fixed. For one bond and one spin, the hopping term has eigenvalues $0$ and $\pm t$. With $z$ neighbours per site there are $zN/2$ bonds and two spins, so $|\langle K\rangle|\le zNt$ and $D\le zt$. Dividing the deficit bound by $\beta S$ gives

$$0\le1-\frac{\chi}{\beta S}\le\frac{\beta D}{12S}\le\frac{\beta zt}{12S}.$$

If $S$ grows without limit with $N$ at fixed $\beta$, the ratio $\chi/(\beta S)$ tends to 1. The two quantities then have the same leading growth with size. If $S$ stays finite, this argument gives no such convergence. If you lower the temperature as the lattice grows, the factor $\beta$ on the right grows as well, and this bound guarantees that the ratio tends to 1 only if $\beta/S$ still goes to zero.

Q: What about uniform magnetization? Can I keep my shortcut there?

A: Yes. Hopping moves a spin without changing the total $S^z$, and the interaction conserves it too. On the ring at $\beta=2$, with the same $1/\sqrt N$ normalization, both $\beta S$ and the field response are 0.2308. The total electron number is also conserved, but its mean is not zero, even at half filling, so you must subtract the square of the mean. With $5t$ added to the half-filling chemical potential, both sides are 0.0947.

Even the staggered spin qualifies if $t=0$. Each site then has two singly occupied states of energy $-U/4$ and two others of energy $U/4$, so

$$\beta S=\frac{\beta}{4}\,\frac{1}{1+e^{-\beta U/2}}=\frac{2}{4(1+e^{-4})}=0.491,$$

equal to the field response. Conservation depends on the Hamiltonian as well as the operator.

Q: I also measure pairing. May I at least quote $\beta\langle OO^\dagger\rangle$ as an upper bound for the pair susceptibility?

A: Take $O=N^{-1/2}\sum_i c_{i\downarrow}c_{i\uparrow}$, which is not Hermitian. In the field $H-h(O+O^\dagger)$, the derivative of $\langle O\rangle$ is

$$\chi_O=\int_0^\beta G_O(\tau)\,d\tau,\qquad G_O(\tau)=\langle O(\tau)O^\dagger(0)\rangle,$$

because particle-number conservation at $h=0$ removes $\langle O\rangle$ and $\langle O(\tau)O\rangle$. The curve is still a positive sum of exponentials and hence convex, but its ends differ:

$$G_O(0)=\langle OO^\dagger\rangle,\qquad G_O(\beta)=\frac{\mathrm{Tr}(Oe^{-\beta H}O^\dagger)}{Z}=\langle O^\dagger O\rangle.$$

The area below the chord gives the safe statement

$$\chi_O\le\frac{\beta}{2}\langle OO^\dagger+O^\dagger O\rangle.$$

The ring with the same shift of $5t$ at $\beta=2$ holds 1.94 electrons per site. There is hardly room to add a pair, so $\beta\langle OO^\dagger\rangle=0.0007$. Yet $\chi_O=0.109$, far above your proposed bound. The symmetrized bound is 0.943, which is valid but loose.

Q: All right, I need the whole curve for the staggered spin. How do I get it from the determinants I already have?

A: At each time slice of length $\Delta\tau$ the interaction is decoupled by an Ising field $s=\pm1$ on each site:

$$e^{-\Delta\tau U(n_\uparrow-\frac12)(n_\downarrow-\frac12)}=\tfrac12e^{-\Delta\tau U/4}\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)},\quad \cosh\lambda=e^{\Delta\tau U/2}.$$

For an empty or doubly occupied site both sides are $e^{-\Delta\tau U/4}$; for a singly occupied site both are $e^{\Delta\tau U/4}$. In a given field the electrons move independently. For each spin, let $B=b_l\cdots b_2b_1$ be the product of the one-particle slice matrices $b_1,\dots,b_l$ from 0 to $\tau=l\Delta\tau$, with later slices to the left, and $B_\beta$ the full product in the same order. The order matters, because the slice matrices do not commute. A slice operator $e^{-c^\dagger hc}$ gives an annihilator in an eigenmode of $h$ the factor $e^{-h_\alpha}$, so after successive slices

$$c_i(\tau)=\sum_jB_{ij}c_j,\qquad c_j^\dagger(\tau)=\sum_kc_k^\dagger(B^{-1})_{kj}.$$

Let $g_{ij}=\langle c_ic_j^\dagger\rangle$ at time zero. Moving $c_i$ cyclically around the trace gives $\langle c_j^\dagger c_i\rangle=(B_\beta g)_{ij}$. The anticommutator says that this is also $(1-g)_{ij}$. Hence $g=(1+B_\beta)^{-1}$.

Define $G_{ij}(\tau,0)=\langle c_i(\tau)c_j^\dagger\rangle$ and $G_{ij}(0,\tau)=-\langle c_j^\dagger(\tau)c_i\rangle$. Substituting the evolved operators,

$$G(\tau,0)=Bg,\quad G(0,\tau)=-(1-g)B^{-1},\quad G(\tau,\tau)=BgB^{-1}.$$

Q: And the spin correlation follows from Wick's theorem?

A: Yes, for each field separately. Let $\sigma=\pm1$ for up and down, and

$$a(\tau)=\frac{1}{2\sqrt N}\sum_{i\sigma}(-1)^i\sigma[1-G^\sigma_{ii}(\tau,\tau)].$$

Equal spins have an additional contraction; opposite spins do not. Therefore

$$\langle A(\tau)A(0)\rangle_s=a(\tau)a(0)-\frac{1}{4N}\sum_{ij\sigma}(-1)^{i+j}G^\sigma_{ji}(0,\tau)G^\sigma_{ij}(\tau,0).$$

The minus sign comes from the definition of $G(0,\tau)$. Average this expression with weight $\det(1+B_\beta^\uparrow)\det(1+B_\beta^\downarrow)$. For the half-filled model above this product is never negative. Away from half filling it can be; then sample with its absolute value, include its sign in the averaged quantity, and divide by the average sign. Each determinant is the many-electron trace: every eigenmode of $B_\beta$ contributes 1 when empty and its eigenvalue when filled. With $M=\beta/\Delta\tau$ slices,

$$\chi\approx\Delta\tau\sum_{l=0}^{M-1}G(l\Delta\tau)-\beta\langle A\rangle^2.$$

Subtract the mean after averaging over fields, so that the fluctuations of $a$ between fields are kept.

Q: The sum over slices is an approximation as well. Have I exchanged one error for another?

A: Yes, but this one shrinks as you refine the time step. Because $G(\beta)=G(0)$, the sum is the trapezoid rule; your $\beta S$ is the same rule with a single interval. On the ring at $\beta=4$, $G$ falls from 0.4479 at $\tau=0$ through 0.3398, 0.3009 and 0.2838 to 0.2788 at $\tau=2$, then rises symmetrically. With intervals of 0.5 the integral is

$$0.5\,[0.4479+2(0.3398+0.3009+0.2838)+0.2788]=1.288,$$

compared with $\chi=1.272$ and $\beta S=1.792$.

A simulation also has the error of splitting hopping from interaction. For two sites joined by one bond, again with $U=4$ and $\beta=2$, eight slices have 65536 field configurations. They can all be summed, leaving no sampling error. The determinant formula passes a test against the many-electron trace of the same split evolution. It gives $\chi=0.523$, compared with 0.508 without a time step: an error of 2.9%, from the splitting and the sum over slices together. By contrast, $\beta S$ without a time step is 0.638, which is 26% too large as an estimate of $\chi$.

Evaluating that trace with 64 and then 128 slices reduces the error in $\chi$ from $2.50\times10^{-4}$ to $6.25\times10^{-5}$. The factor of 4.00 for a halved step is what an error proportional to $\Delta\tau^2$ gives. Refining the step does not cure $\beta S$, because it still uses a single point of the curve.

Q: Then I'll keep $\beta S$ for the total spin and charge, and integrate over imaginary time for the staggered response. For old runs where I stored only equal-time data, I can report the interval between the two bounds.

A: Yes, with the statistical and time-step errors of $S$ and $\langle K\rangle$ included. If that interval is too wide to answer your question, the unequal-time correlations have to be measured.

## Computed values

```
Two-level: gap = 1.0, beta = 4.0 (1/gap)
  beta*S = 4.0000, chi = 1.9281 (1/gap)
Ring: sites = 4, t = 1.0, U = 4.0 t, half filling
Staggered spin; beta, beta*S, chi, lower bound in 1/t; D in t
  beta       S       D  beta*S     chi  chi/(beta*S)   lower
  0.25  0.1587  0.2357  0.0397  0.0385        0.9697  0.0385
  0.50  0.1926  0.4088  0.0963  0.0884        0.9179  0.0878
  1.00  0.2516  0.5863  0.2516  0.2116        0.8412  0.2027
  2.00  0.3476  0.7174  0.6952  0.5372        0.7728  0.4560
  4.00  0.4479  0.7907  1.7917  1.2721        0.7100  0.7375
  8.00  0.5084  0.8072  4.0674  2.4098        0.5925 -0.2377
 16.00  0.5440  0.8123  8.7043  3.2289        0.3710 -8.6259
Time integral at beta = 2.0/t: chi = 0.537197 1/t
G(tau) at beta = 4.0/t, tau in 1/t:
  tau = 0.0: G = 0.4479
  tau = 0.5: G = 0.3398
  tau = 1.0: G = 0.3009
  tau = 1.5: G = 0.2838
  tau = 2.0: G = 0.2788
High temperature, beta = 0.05/t: chi/(beta*S) = 0.998420
Ground state: chi = 3.3369 1/t, S = 0.5487
  lowest excitation energy = 0.2963 t
Equality cases at beta = 2.0/t (beta*S, chi in 1/t):
  uniform spin: 0.23082, 0.23082
  uniform charge, doped: 0.09471, 0.09471
  staggered spin, t = 0: 0.49101, 0.49101
Pair field: beta = 2.0/t, mu - U/2 = 5.0 t
  electrons per site = 1.9425
  beta<O O^dag> = 0.0007, chi = 0.1089 1/t
  symmetrized bound = 0.9432 1/t
Two sites: beta = 2.0/t, slices = 8, fields = 65536
  determinant sum: beta*S = 0.66528 1/t
  determinant sum: chi = 0.52287 1/t
  no time step: beta*S = 0.63818 1/t
  no time step: chi = 0.50804 1/t
  chi error, 64 slices = 2.496e-04 1/t
  chi error, 128 slices = 6.247e-05 1/t
  error ratio = 3.996
```
